Axial Interface Free Energy of the Square-Lattice Ising Model and Its Zero

## I. The interface, the transfer matrix and its fermion form

A step on a crystal terrace costs energy because bonds are cut along it, and it gains entropy because it can wander. The simplest count of its shapes, which forbids overhangs and isolated islands, gives a free energy that falls to zero at a definite temperature. Without a further result this zero is not trustworthy: overhangs and islands are left out, and they proliferate near a critical point. The same formula becomes negative at higher temperature, which would mean that steps multiply without limit. The theorem below settles both matters for the square-lattice Ising model. The formula is correct up to the critical temperature, its zero is the critical temperature, and above it the interface free energy is zero, not negative.

**Model and definition**

Spins s = ±1 sit on a square lattice wrapped on a cylinder. Each ring has M sites, j = 1, …, M, with M even and at least 4. There are N rings, and the last is joined to the first. The energy is

E = −J Σ s_{i,j} s_{i+1,j} − J Σ ε_j s_{i,j} s_{i,j+1}, J > 0. (1)

All ε_j equal 1 except on the closing bond of each ring, where ε_M = ε = ±1. Write K = J/kT. An unsatisfied bond costs 2J more than a satisfied one.

Going once around a ring, each spin appears twice in the product of all ε_j s_j s_{j+1}, so this product equals ε. For ε = −1 every ring therefore contains an odd number of unsatisfied bonds, and an odd number of domain walls must run along the cylinder. For ε = +1 the number is even and may be zero. With Q₊ and Q₋ the two partition functions, the free energy of the forced wall per lattice spacing along the axis is

σ = kT lim_{M→∞} lim_{N→∞} (1/N) ln(Q₊/Q₋). (2)

The length N goes to infinity first. "Per axial bond" means per lattice spacing of a wall whose mean direction is a lattice axis.

**Remark 1: the step as an Ising wall.** Let n = 0 or 1 be the occupation of a site in the topmost layer, with energy −φ Σ n n′ over neighbour pairs and −μ Σ n over sites. Put n = (1 + s)/2. Then

n n′ = (1 + s + s′ + s s′)/4.

Each site belongs to four bonds, so the terms linear in s add up to −(φ + μ/2) Σ s. They vanish at μ = −2φ, the coexistence of filled and empty terraces. What remains is the Ising energy with J = φ/4. A straight step costs 2J = φ/2 per spacing: separating a filled terrace along a line cuts one bond φ per spacing and creates two steps.

**The sum without overhangs**

Suppose that the wall crosses each ring once. It then cuts one ring bond per ring, at a cost 2J. If it shifts sideways by n columns between two rings, it also cuts |n| axial bonds, at a cost 2J|n|. The shifts are independent, so each ring contributes the factor

e^(−2K) Σ_n e^(−2K|n|), n = 0, ±1, ±2, …

With x = e^(−2K) the sum is

1 + 2x/(1 − x) = (1 + x)/(1 − x) = (e^K + e^(−K))/(e^K − e^(−K)) = coth K. (3)

Taking −kT times the logarithm of the factor gives

σ_path = 2J − kT ln coth K. (4)

This is a derivation for the restricted set of shapes. Whether it holds for the full model is the question.

**The dual coupling**

Define L > 0 by

tanh L = e^(−2K). (5)

Since L = ½ ln[(1 + x)/(1 − x)], equation (3) gives 2L = ln coth K, and so σ_path = 2kT(K − L). Moreover,

sinh 2L = ½(coth K − tanh K) = (cosh²K − sinh²K)/(2 sinh K cosh K) = 1/sinh 2K. (6)

As K grows from 0 to ∞, L falls from ∞ to 0. The two are therefore equal at a single value K_c, where (6) requires sinh 2K_c = 1. At lower temperature K > L, and at higher temperature K < L.

**Theorem.** For the isotropic model (1) in zero field, with σ defined by (2) and kT_c = J/K_c:

(a) for T ≤ T_c, σ = 2J − kT ln coth(J/kT) = 2kT(K − L);

(b) for T ≥ T_c, σ = 0;

(c) T_c satisfies sinh(2J/kT_c) = 1, so that kT_c = 2J/ln(1 + √2), and the bulk free energy is singular at this temperature and at no other T > 0.

The proof evaluates both partition functions through their largest transfer-matrix eigenvalues.

**Lemma 1 (transfer matrix).** Let X_j and Z_j be Pauli matrices at site j, with Z_j diagonal in the spin basis. Then Q_ε = Tr V^N with

V = W₁^(1/2) W₂ W₁^(1/2), (7)

W₁ = (2 sinh 2K)^(M/2) exp(L Σ X_j),

W₂ = exp(K Σ ε_j Z_j Z_{j+1}).

Its largest eigenvalue Λ_ε is nondegenerate, and its eigenvector is even under reversal of all spins.

*Proof.* The bonds within a ring give the diagonal matrix W₂. An axial bond gives e^K for equal spins and e^(−K) for opposite ones, which is the matrix e^K + e^(−K) X. Set this equal to

A e^(LX) = A cosh L + A X sinh L.

The ratio of the two coefficients is (5). The difference of their squares is A² = e^(2K) − e^(−2K) = 2 sinh 2K. The product over M sites is W₁. Thus Q_ε = Tr(W₁W₂)^N, and cyclic invariance of the trace gives (7).

Consider also T = W₂^(1/2) W₁ W₂^(1/2). In the spin basis it is real and symmetric, and all its elements are positive. Let v be a real normalized eigenvector for its largest eigenvalue, so that v maximizes vᵀTv. If v had components of both signs, replacing each by its modulus would raise vᵀTv, which is impossible. So v has one sign, which we take as positive. It has no zero component, because Tv has none. Two orthogonal vectors cannot both have this property, so the eigenvalue is nondegenerate.

The operator P = Π X_j reverses all spins and commutes with W₁ and W₂. Hence Pv = ±v. Since P merely permutes the components of a positive vector, the sign is plus.

Finally, u = W₁^(1/2) W₂^(1/2) v satisfies Vu = W₁^(1/2) W₂^(1/2) T v, so it is an eigenvector of V with the same eigenvalue and the same P. ∎

Because Q_ε is a sum of N-th powers of positive eigenvalues, (1/N) ln Q_ε → ln Λ_ε. The quantity needed is therefore

R_M = ln(Λ₊/Λ₋), σ = kT lim R_M. (8)

The search can be confined to the sector P = +1.

**Lemma 2 (fermions).** Let a_j change X_j = −1 into X_j = +1 and annihilate X_j = +1, so that Z_j = a_j + a_j†. Define

c_j = (Π_{l<j} X_l) a_j, n_j = c_j†c_j = (1 − X_j)/2.

These are fermion operators, P = (−1)^(Σn_j), and

ε_j Z_j Z_{j+1} = (c_j† − c_j)(c_{j+1}† + c_{j+1}), c_{M+1} = −εP c_1. (9)

In the last relation P stands for its value, +1 or −1, in the sector considered.

*Proof.* On one site, a² = 0 and a a† + a†a = 1. For j < k the string of c_k contains X_j, which anticommutes with a_j and a_j†. This supplies the minus sign between different sites.

Let S_j = Π_{l<j} X_l, so that Z_j = S_j(c_j + c_j†). S_j commutes with c_j, and S_j S_{j+1} = X_j. For j < M,

Z_j Z_{j+1} = (c_j + c_j†) X_j (c_{j+1} + c_{j+1}†).

Here c_j acts on n_j = 1, where X_j = −1, so c_j X_j = −c_j. Likewise c_j† X_j = c_j†. This is (9) for an ordinary bond.

For the closing bond, S_M = P X_M. The operator c_M leaves X_M = +1 and c_M† leaves X_M = −1, so X_M(c_M + c_M†) = c_M − c_M†. Therefore

Z_1 Z_M = (c_1 + c_1†) P (c_M − c_M†)
= −P (c_1 + c_1†)(c_M − c_M†)
= P (c_M − c_M†)(c_1 + c_1†)
= −P (c_M† − c_M)(c_1† + c_1).

The first sign comes from moving P past one fermion operator, the second from exchanging operators on different sites, and the third from reversing the bracket. The product of two fermion operators conserves P, so within a sector the operator P can be replaced by its value. Multiplication by ε then gives (9). ∎

In the sector P = +1, write c_j = M^(−1/2) Σ_q e^(iqj) c_q. The closing condition becomes e^(iqM) = −ε. Thus

ε = +1: q = ±π/M, ±3π/M, …, ±(M − 1)π/M;

ε = −1: q = 0, ±2π/M, …, ±(M − 2)π/M, π. (10)

The forced wall enters the algebra as this shift of the allowed momenta, together with two modes, 0 and π, that have no partner.

**Lemma 3 (pairs of momenta).** For 0 < q < π, the modes q and −q contribute to V the factors e^γ, e^(−γ), 1 and 1, apart from factors e^(2K cos q) whose product over all pairs is 1. Here γ = γ(q) > 0 and

cosh γ = cosh 2K cosh 2L − cos q. (11)

The first two factors belong to states with an even number of fermions in the pair, the last two to states with one fermion.

*Proof.* Expanding (9) and using −c_j c_{j+1}† = c_{j+1}†c_j, the number-conserving terms sum over j to

Σ_q (e^(iq) + e^(−iq)) n_q = Σ_q 2 cos q n_q.

The sum of c_j†c_{j+1}† is Σ_q e^(−iq) c_{−q}†c_q†. Joining the terms q and −q gives (e^(iq) − e^(−iq)) c_q†c_{−q}† = 2i sin q c_q†c_{−q}†. The remaining term is its Hermitian conjugate. For q = 0 and π these pair terms vanish.

In the basis |0⟩, |2⟩ = c_q†c_{−q}†|0⟩, the bond sum has diagonal elements 0 and 4 cos q, and ⟨2|…|0⟩ = 2i sin q. With Pauli matrices τ acting on these two states it reads

2 cos q + 2(sin q τ_y − cos q τ_z).

Since Σ X_j = Σ_q (1 − 2n_q), the field term of the pair is 2τ_z. The block of V is therefore e^(2K cos q) times

B = e^(Lτ_z) exp[2K(sin q τ_y − cos q τ_z)] e^(Lτ_z).

B is positive, and its determinant is 1 because the exponents have no trace. Its eigenvalues are e^(±γ), and 2 cosh γ = Tr B. The vector (sin q, −cos q) has unit length, so each exponential has the form cosh + τ sinh, and

½ Tr B = cosh 2L cosh 2K − cos q sinh 2L sinh 2K.

Equation (6) turns this into (11). With one fermion in the pair, the field term is zero and the bond term is 2 cos q, which leaves the factor 1 after e^(2K cos q) is removed.

The cosines of each complete set in (10) add to zero, and those of 0 and π cancel each other. So the sum of 2 cos q over the pairs is zero in both sets. ∎

## II. The largest eigenvalues, the limit and the critical point

The symbols needed from the first half are these. K = J/kT, and L is the dual coupling, with 2L = ln coth K and sinh 2K sinh 2L = 1. The number M is the even circumference, and ε = −1 forces a wall along the cylinder. The free energy sought is σ = kT lim R_M with R_M = ln(Λ₊/Λ₋), and both leading states have an even number of fermions. The momenta are odd multiples of π/M for ε = +1 and even multiples for ε = −1. A pair (q, −q) contributes e^(±γ) when it holds an even number of fermions and 1 when it holds one, with cosh γ = cosh 2K cosh 2L − cos q. The common prefactor (2 sinh 2K)^(M/2) cancels in R_M.

Because cosh 2K cosh 2L = cosh 2(K − L) + sinh 2K sinh 2L = cosh 2(K − L) + 1, the spectrum can be written as

cosh γ = cosh γ₀ + 1 − cos q, γ₀ = 2|K − L|. (12)

So γ increases with q on (0, π), from the gap γ(0) = γ₀. At q = π, cosh γ = cosh 2K cosh 2L + sinh 2K sinh 2L, hence γ(π) = 2(K + L).

**Lemma 4 (finite circumference).** With sums over 0 < q < π,

R_M = Σ_odd γ(q) − Σ_even γ(q) − 2L. (13)

*Proof.* For ε = +1 all momenta are paired. Taking e^γ from every pair gives the largest product, and its fermion number is even, as required. This is the first sum.

For ε = −1 the unpaired modes have field term L(1 − 2n) and bond term 2K n cos q. Their exponents are

q = 0: L for n = 0, 2K − L for n = 1;

q = π: L for n = 0, −2K − L for n = 1.

Suppose first that an even number of pairs hold one fermion. Then the two unpaired modes must be both empty or both filled, with total exponent 2L or −2L. The best choice is 2L + Σ_even γ.

Suppose instead that an odd number of pairs hold one fermion. Then one unpaired mode is filled, with total exponent 2K or −2K, and at least one γ is lost. The best choice is 2K + Σ_even γ − γ(2π/M). But

γ(2π/M) > γ₀ ≥ 2K − 2L,

so this is smaller than the first choice. Hence the exponent for ε = −1 is 2L + Σ_even γ, and subtraction gives (13). ∎

Equation (13) holds on both sides of T_c. To take the limit, complete the sums to the full circle of momenta. Let H be the sum of γ over all M odd momenta and I the sum over all M even ones. Then

H = 2Σ_odd γ, I = 2Σ_even γ + 2|K − L| + 2(K + L).

With δ_M = (H − I)/2, equation (13) becomes

R_M = δ_M + |K − L| + (K + L) − 2L = δ_M + |K − L| + (K − L). (14)

This line contains both branches of the theorem. Below T_c the last two terms add to 2(K − L). Above T_c they cancel.

**Lemma 5 (momentum sums).** If K ≠ L, δ_M vanishes exponentially as M → ∞. If K = L, δ_M = π/(4M) + O(M⁻³).

*Proof for K ≠ L.* Put q = x + iy in w = cosh γ₀ + 1 − cos q. The function γ = arccosh w can fail to be analytic only where w is real and at most 1. The imaginary part of w is sin x sinh y. It vanishes in three cases. For y = 0, w ≥ cosh γ₀ > 1. For x = π, w = cosh γ₀ + 1 + cosh y > 1. For x = 0, w = cosh γ₀ + 1 − cosh y, which is at most 1 when |y| ≥ γ₀. So γ is analytic for |y| < γ₀.

Expand γ(q) = Σ_n g_n e^(inq). Periodicity allows the integration line for g_n to be shifted by any b < γ₀ in the direction that makes e^(−inq) small. Therefore |g_n| ≤ C e^(−b|n|), where C is the maximum of |γ| on the shifted lines.

Summed over the even momenta, e^(inq) gives M if n = kM and zero otherwise. Over the odd momenta it gives M(−1)^k. Even k cancel in the difference, and odd k leave

δ_M = −M Σ_{k odd} g_{kM}, |δ_M| ≤ 2MC e^(−bM)/(1 − e^(−2bM)). (15)

*Proof for K = L.* Now sinh(γ/2) = |sin(q/2)|. On 0 ≤ q ≤ 2π, γ = 2 arcsinh(sin(q/2)) is smooth up to both ends, with slope 1 at 0 and −1 at 2π. Let h = 2π/M. The odd momenta are the midpoints m of the cells between even ones, and

γ(m) − ½[γ(m − h/2) + γ(m + h/2)] = −(h²/8) γ″(m) + O(h⁴).

Summing over M cells, and using h Σγ″(m) = γ′(2π) − γ′(0) + O(h²), gives

H − I = −(h/8)(−1 − 1) + O(h³) = h/4 + O(h³).

Half of this is h/8 = π/(4M). ∎

**Proof of (a) and (b).** Let M → ∞ in (14). For K > L, R_M → 2(K − L) = 2K − ln coth K, which is (a) after multiplication by kT. For K < L, R_M → 0. At K = L both expressions are zero, and so is the limit of R_M. ∎

**Remark 2: what the finite cylinder shows.** The bound (15) permits any decay rate below γ₀. The rate itself follows from the singularity. Near q = iγ₀, w − 1 vanishes linearly and γ has a square-root branch point. Integrating a square root along the cut against e^(−ny) gives g_n ∝ n^(−3/2) e^(−nγ₀), and hence δ_M ∝ M^(−1/2) e^(−γ₀M). At K = 0.5 the values of √M δ_M at M = 40 and 80 give a rate of 0.2286 per site, against γ₀ = 0.2281.

**Proof of (c).** The condition K = L is sinh 2K = 1, or e^(2K) = 1 + √2, which gives the stated T_c. It remains to show that this is the bulk critical point. In the limit of large M, the sum in ln Λ₊ becomes an integral with spacing 2π/M, and the bulk free energy f per site obeys

−f/kT = ½ ln(2 sinh 2K) + G, G = (1/2π) ∫₀^π γ(q) dq. (16)

For K ≠ L the argument of arccosh stays above 1 for all real q, so (16) is analytic in K.

Let a = K − L and u = sinh²a + sin²(q/2), so that γ = 2 arcsinh √u by (12). Since dγ/du = 1/√[u(1 + u)],

dG/da = (sinh 2a/2π) ∫₀^π dq/√[u(1 + u)].

Near a = q = 0, u differs from a² + q²/4 by terms of fourth order. Replacing the integrand by 1/√(a² + q²/4) therefore changes the integral by a bounded amount, and

∫₀^π dq/√(a² + q²/4) = 2 arcsinh(π/2|a|) = −2 ln|a| + O(1).

Differentiating once more, the derivative of sinh 2a yields −(2/π) ln|a| + O(1). The derivative of the integral yields a term bounded by a constant times a² ∫dq (a² + q²/π²)^(−3/2), because sin(q/2) ≥ q/π. This integral is at most π/a², so the term stays bounded. Thus

d²G/da² = −(2/π) ln|a| + O(1).

From 2L = −ln tanh K, dL/dK = −1/sinh 2K, which is −1 at K_c. So da/dK = 2 there, and

d²(−f/kT)/dK² = −(8/π) ln|K − K_c| + O(1). (17)

The second derivative diverges, so the bulk free energy is singular at K_c. ∎

At fixed J the heat capacity per site is kK² times (17), so it diverges logarithmically. A numerical second derivative at distances 10⁻³ and 10⁻⁴ from K_c, averaged over the two sides, gives the coefficient 2.5464, against 8/π = 2.5465. The bulk singularity and the loss of interface free energy have a common origin: the gap γ₀ closes.

**Remark 3: limiting cases.** At low temperature ln coth K ≈ 2e^(−2K), so σ ≈ 2J − 2kT e^(−2J/kT). The correction comes from single kinks of cost 2J in two directions. Near T_c, K − L ≈ 2(K − K_c) and K − K_c ≈ K_c(1 − T/T_c). Since kT_c K_c = J,

σ ≈ 4J(1 − T/T_c), T → T_c from below. (18)

**Remark 4: equal free energies, unequal fluctuations.** By the theorem, shapes with overhangs and islands have no net effect on σ for the axial direction below T_c. At K = 0.8 the path sum gives σ/kT = 1.190582, and the full model on a ring of ten sites gives 1.190585.

The agreement does not extend to the wandering of the wall. Below T_c, the second family of states in Lemma 4 has R_M replaced by R_M + γ(q) − (2K − 2L), which tends to γ(q). These states describe a wall with transverse momentum q, whose weight decays as e^(−Nγ(q)). For long walls the small-q part dominates, and the mean square displacement per ring is γ″(0). Differentiating (12) twice at q = 0 gives

γ″(0) = 1/sinh γ₀.

In the path sum it is the variance of one shift, 2x/(1 − x)² = 1/(2 sinh²K), with x = e^(−2K). At low temperature both tend to 2e^(−2K). At T_c the full result diverges, while the path result stays finite.

**Worked example**

Choose J = 50 meV. An unsatisfied bond then costs 100 meV, and the lattice-gas bond energy is 200 meV. With K_c = 0.44069, kT_c = 50/0.44069 = 113.46 meV, or T_c = 1316.6 K.

At 600 K, K = 0.96704 and kT = 50/0.96704 = 51.70 meV. Then

kT ln coth K = 15.05 meV,

σ = 100 − 15.05 = 84.95 meV per bond.

At 1200 K the subtracted term is 82.79 meV and σ = 17.21 meV. At 1300 K, σ = 2.518 meV, while the linear law (18) gives 200 × (1 − 1300/1316.64) = 2.53 meV. At 1500 K the closed formula gives 100 − 129.00 = −29.00 meV. The cylinder of circumference 400 gives 0.0000 meV, in accordance with part (b).

At 1200 K, kT = 50/0.48352 = 103.41 meV, so γ₀ = 17.21/103.41 = 0.166 and finite-size effects decay over about six sites. A ring of ten sites gives 19.66 meV, 14 per cent above the limit. A ring of fifty gives 17.213 meV, against 17.212 meV in the limit. The mean square displacement per ring is 1/sinh 0.166 ≈ 6.0 in squared lattice spacings. The path sum gives 2.0, a third of this, although its free energy is the same.

At T_c the approach is slow. For M = 100, kT_c π/(4M) = 0.891 meV, which agrees with the cylinder value, and for M = 1000 it is 0.0891 meV. A small cylinder therefore shows a positive wall free energy even where the limit is zero. The remaining values are in the numerical output, where L is called K_dual.

**Real steps and the limits of the theorem**

Kink energies of close-packed steps on (001) surfaces of metals such as copper are roughly 0.1 eV, so J = 50 meV is a reasonable size. The resulting T_c is close to the melting point of copper and should not be read as a prediction for that surface. Real atoms also interact beyond nearest neighbours. Add a diagonal coupling J′ to the Ising energy. A straight axial wall cuts two diagonal bonds per spacing, so its energy rises from 2J to 2J + 4J′. An isolated kink replaces one straight vertex of the wall, with two cut diagonals, by two corners with one each, so its energy remains 2J. A known kink energy therefore does not fix the step energy: J′ = 0.1J raises the zero-temperature value from 100 to 120 meV per bond without changing the kink. Real surfaces also form adatoms and vacancies in several layers, which the one-level model excludes. Far below T_c such defects are rare and matter little. Near T_c they change the result itself: the step free energy of a many-level surface vanishes at its roughening temperature, and not by the linear law (18). The formula should therefore not be used for real steps close to T_c.

The theorem concerns walls whose mean direction is a lattice axis, equal couplings in both directions, and coexistence of the two phases. During growth the supersaturation moves μ away from −2φ. The value of σ then serves as an equilibrium input for the cost of step edges, and its use assumes that the edges stay close to local equilibrium.

Values computed for the example and the checks

```
Coupling J = 50.0 meV
Broken Ising bond 2J = 100.0 meV
Lattice-gas bond energy 4J = 200.0 meV
Critical coupling Kc = 0.440687 (dimensionless)
Critical kTc/J = 2.269185 (dimensionless)
Critical temperature Tc = 1316.64 K
Critical thermal energy kTc = 113.459 meV
Cylinder value below: M = 400; energies in meV per bond
T (K) | K | kT ln coth K | formula | cylinder value
   300 | 1.93409 |   1.0806 |  98.9194 |  98.9194
   600 | 0.96704 |  15.0537 |  84.9463 |  84.9463
   900 | 0.64470 |  43.8563 |  56.1437 |  56.1437
  1200 | 0.48352 |  82.7884 |  17.2116 |  17.2116
  1300 | 0.44633 |  97.4823 |   2.5177 |   2.5177
  1500 | 0.38682 | 129.0024 | -29.0024 |   0.0000
Circumference M | cylinder value at 1200 K (meV per bond)
   4 | 30.7668 (direct matrix)
   6 | 24.1325 (direct matrix)
   8 | 21.2087 (direct matrix)
  10 | 19.6627 (direct matrix)
  20 | 17.5110 (fermion sum)
  50 | 17.2128 (fermion sum)
 100 | 17.2116 (fermion sum)
Circumference M | cylinder value at Tc (meV per bond)
  10 | 8.94871
 100 | 0.89114
1000 | 0.08911
M * ln(eigenvalue ratio) at Tc, M = 2000: 0.785398
pi/4 = 0.785398
sigma/[J(1-T/Tc)] at 1-T/Tc = 1e-05: 3.99999
Decay rate at K = 0.5: 0.22856 per site
Gap 2|K-K_dual| at K = 0.5: 0.22806
Bulk logarithm coefficient: 2.54637
8/pi = 2.54648
Path sum, sigma/kT at K = 0.8: 1.1905822
Full model, M = 10, same K: 1.1905845
Largest error in log spectra: 2.1e-13
```
